\section*{Anharmonic lowering of the O-H/O-D frequency ratio for a Morse bond}

\section{A line that is not where it should be}

Suppose an oxide film shows an infrared line at $3362.6\ \mathrm{cm^{-1}}$, and we want to prove that it is an O-H stretch by replacing hydrogen with deuterium. For a harmonic bond the frequency falls by the factor 1.3736, so we look for the new line at $3362.6/1.3736=2448\ \mathrm{cm^{-1}}$. If the bond is the Morse bond treated below, the line appears at $2482\ \mathrm{cm^{-1}}$, which is $34\ \mathrm{cm^{-1}}$ higher. Without the anharmonic correction we might reject a correct assignment, or invent a second defect to explain the displaced line.

The aim is to find the ratio of the two $0\to1$ transitions, its departure from the harmonic value, and the conditions for the departure to be downward. First it must be settled which masses move.

\section{Simple case: two masses and a spring}

Let oxygen (mass $M$, position $X$) and hydrogen or deuterium (mass $m$, position $Y$) move along a fixed bond axis. The potential depends on the elongation $x=Y-X-r_0$, where $r_0$ is the equilibrium length. With the centre of mass $R=(MX+mY)/(M+m)$, the chain rule gives
\begin{equation}
\partial_X=\frac{M}{M+m}\partial_R-\partial_x,\qquad
\partial_Y=\frac{m}{M+m}\partial_R+\partial_x .
\end{equation}
In $\partial_X^2/M+\partial_Y^2/m$ the mixed terms are $-2/(M+m)$ and $+2/(M+m)$ times $\partial_R\partial_x$, and they cancel. The coefficient of $\partial_x^2$ is
\begin{equation}
\frac1\mu=\frac1M+\frac1m,\qquad \mu=\frac{mM}{m+M}.
\end{equation}
For $V=\tfrac12kx^2$ the frequency is $\omega=\sqrt{k/\mu}$. The electronic potential does not depend on the nuclear mass (Born--Oppenheimer approximation), so $k$ is common to both isotopes and
\begin{equation}
\frac{\omega_H}{\omega_D}=\rho\equiv\sqrt{\frac{\mu_D}{\mu_H}}
=\sqrt{\frac{1.78885}{0.94809}}=1.3736 .
\end{equation}

\subsection*{Limit: what ``rigid lattice'' may mean}

If the lattice were rigid in the literal sense, the oxygen would be clamped. Then $M\to\infty$, $\mu\to m$, and the harmonic ratio is $\sqrt{m_D/m_H}=1.4137$. The value 1.374 therefore belongs to an oxygen that recoils freely, with the rest of the lattice as a static background.

To see which limit is nearer, tie the oxygen to fixed surroundings by a spring $K=M\omega_L^2$. For displacements $u_O,u_H\propto e^{-i\omega t}$,
\begin{align}
(k+K-M\omega^2)u_O-ku_H&=0,\\
-ku_O+(k-m\omega^2)u_H&=0 .
\end{align}
The determinant must vanish: $(k+K-M\omega^2)(k-m\omega^2)=k^2$. Expanding, dividing by $mM$ and writing $\omega_0^2=k/\mu$, we get
\begin{equation}
\omega^2(\omega^2-\omega_0^2)=\omega_L^2\left(\omega^2-\frac km\right).
\label{eq:sec}
\end{equation}
For $\omega_L\to\infty$ at finite $\omega$ the bracket on the right must vanish, so $\omega^2=k/m$: the clamped limit. For $\omega_L\ll\omega_0$, divide by $\omega^2$ and set $\omega=\omega_0$ on the right. Since $k/(m\omega_0^2)=\mu/m=M/(M+m)$,
\begin{equation}
\omega^2\simeq\omega_0^2+\omega_L^2\,\frac{m}{M+m}.
\label{eq:lat}
\end{equation}
The stretch is much faster than the lattice motion, so the oxygen recoils almost as if free. With $\omega_L$ equivalent to $400\ \mathrm{cm^{-1}}$, a rough value, and the spring constant of the example below, diagonalization gives upward shifts of 1.36 (H) and $3.55\ \mathrm{cm^{-1}}$ (D). Deuterium is shifted more for two reasons: the factor $m/(M+m)$ is larger, since the oxygen takes a larger share of the motion, and a given change of $\omega^2$ is a larger change of $\omega$ when $\omega$ is lower. The ratio changes by $-0.0014$. A weak lattice spring thus lowers the ratio, although a very stiff one raises it to 1.414. From here on the oxygen is free unless stated otherwise.

\section{Generalization: the Morse bond}

Replace the spring by
\begin{equation}
V(x)=D\left(1-e^{-ax}\right)^2,
\end{equation}
with well depth $D$ and range parameter $a$, the same for both isotopes. Near the minimum $V\simeq Da^2x^2$, so $k=2Da^2$. We let $x$ run over the whole line. This includes unphysical bond lengths $r_0+x<0$, but the repulsive wall there is far above the levels of interest.

With $y=ax$, the kinetic operator is $-(\hbar^2a^2/2\mu)\,d^2/dy^2$. Hence $H=\varepsilon h$, where
\begin{equation}
\varepsilon=\frac{\hbar^2a^2}{2\mu},\quad
\lambda=\sqrt{\frac D\varepsilon}=\frac{\sqrt{2\mu D}}{\hbar a},\quad
h=-\frac{d^2}{dy^2}+\lambda^2(1-e^{-y})^2 .
\end{equation}

\subsection*{The ground level}

Take $A=d/dy+W$ and $A^\dagger=-d/dy+W$ with real $W(y)$. Acting on a function $f$,
\begin{equation}
A^\dagger Af=-f''-(Wf)'+Wf'+W^2f=-f''+(W^2-W')f ,
\end{equation}
and in the other order $AA^\dagger f=-f''+(W^2+W')f$. Choose $W=s-\lambda e^{-y}$, so that $W'=\lambda e^{-y}$ and
\begin{equation}
W^2-W'=s^2-(2s+1)\lambda e^{-y}+\lambda^2e^{-2y}.
\end{equation}
The potential in $h$ is $\lambda^2-2\lambda^2e^{-y}+\lambda^2e^{-2y}$. The terms in $e^{-y}$ agree if $2s+1=2\lambda$, that is $s=\lambda-\tfrac12$, and then
\begin{equation}
h=A^\dagger A+\lambda^2-s^2 .
\end{equation}
Since $A^\dagger A$ has no negative expectation value, no level lies below $\lambda^2-s^2$. This value is reached when $A\psi_0=0$, which gives $\psi_0=\exp(-sy-\lambda e^{-y})$. The function is normalizable for $s>0$.

\subsection*{The first excited level}

If $A^\dagger A\psi=e\psi$ with $e>0$, then $AA^\dagger(A\psi)=e(A\psi)$, and $A^\dagger$ leads back. The two products therefore share their positive eigenvalues. The second product is
\begin{equation}
AA^\dagger=-\frac{d^2}{dy^2}+s^2-(2s-1)\lambda e^{-y}+\lambda^2e^{-2y}.
\end{equation}
Let $s_1=s-1$ and let $A_1$ be $A$ with $s$ replaced by $s_1$. Because $2s_1+1=2s-1$,
\begin{equation}
AA^\dagger=A_1^\dagger A_1+s^2-s_1^2 .
\end{equation}
For $s_1>0$ its lowest eigenvalue is $s^2-s_1^2$, by the argument just used. Adding $\lambda^2-s^2$ gives the first excited level of $h$, $\lambda^2-s_1^2$. Repeating the step lowers $s$ by one each time. As long as the lowered value $\lambda-n-\tfrac12$ is positive, the levels are
\begin{equation}
\frac{E_n}{\varepsilon}=\lambda^2-\left(\lambda-n-\tfrac12\right)^2
=2\lambda\left(n+\tfrac12\right)-\left(n+\tfrac12\right)^2 .
\label{eq:levels}
\end{equation}

\subsection*{Limit: when is there a fundamental?}

If $s\le1$, compare $AA^\dagger$ with the product $A_0^\dagger A_0$ formed with $s=0$:
\begin{equation}
AA^\dagger-s^2=A_0^\dagger A_0+(2-2s)\lambda e^{-y}\ge0 .
\end{equation}
So $AA^\dagger$ has no eigenvalue below $s^2$. Apart from the ground level, $h$ then has no level below the dissociation threshold $\lambda^2$, and $v=1$ is not bound. The condition for a fundamental is thus $s>1$, or $\lambda>\tfrac32$. Grid solutions agree: the second level lies above threshold for $\lambda=1.4$ and below it for $\lambda=1.8$.

\subsection*{Limit: back to the spring}

Near the minimum $h\simeq-d^2/dy^2+\lambda^2y^2$, whose spacing is $2\lambda$. So $\hbar\omega_e=2\lambda\varepsilon$. With
\begin{equation}
x_e=\frac1{2\lambda}=\frac{\hbar a}{2\sqrt{2\mu D}},\qquad \varepsilon=x_e\hbar\omega_e,
\end{equation}
Eq.~\eqref{eq:levels} gives the fundamental
\begin{equation}
E_1-E_0=\varepsilon(2\lambda-2)=\hbar\omega_e(1-2x_e).
\label{eq:fund}
\end{equation}
It tends to the harmonic quantum as $x_e\to0$. The binding condition reads $x_e<\tfrac13$.

\section{The isotope ratio}

Changing H to D multiplies $\mu$ by $\rho^2$. Therefore $\omega_e$ and $x_e$ are both divided by $\rho$; in particular $x_D=x_H/\rho$. The ratio of fundamentals is
\begin{equation}
r=\frac{\omega_H(1-2x_H)}{\omega_D(1-2x_D)}
=\rho\,\frac{1-2x_H}{1-2x_H/\rho}.
\label{eq:r}
\end{equation}
Subtract it from $\rho$ over the common denominator:
\begin{equation}
\rho-r=\rho\,\frac{(1-2x_H/\rho)-(1-2x_H)}{1-2x_H/\rho}
=\frac{2x_H(\rho-1)}{1-2x_H/\rho}.
\label{eq:def}
\end{equation}
For $0<x_H<\tfrac13$ and $\rho>1$ both numerator and denominator are positive, so $r<\rho$. The quotient rule gives
\begin{equation}
\frac{dr}{dx_H}=\rho\,\frac{-2(1-2x_H/\rho)+(2/\rho)(1-2x_H)}{(1-2x_H/\rho)^2}
=-\frac{2(\rho-1)}{(1-2x_H/\rho)^2}<0 ,
\label{eq:slope}
\end{equation}
and the ratio falls steadily as the anharmonicity grows.

\subsection*{Limits}

For small $x_H$ the deficit is $2x_H(\rho-1)$. At the other end, $x_H\to\tfrac13$, Eq.~\eqref{eq:r} gives $\rho^2/(3\rho-2)=0.89$. The O-H fundamental would then lie below that of O-D, because the upper O-H level is squeezed against the dissociation limit. O-H groups without a strong hydrogen bond are far from this regime. Between the limits, grid solutions at $x_H=0.0333$, 0.0833 and 0.1667 give $r=1.3474$, 1.3027 and 1.2092, in agreement with Eq.~\eqref{eq:r}.

For a clamped oxygen the same formulas hold with $\mu$ replaced by $m$. With the parameters of the next section the ratio drops from 1.4137 to 1.3935. Anharmonicity lowers it, yet it stays above 1.374. For these parameters a ratio below 1.374 therefore requires an oxygen that recoils.

\section{Numbers for an O-H group}

Take the round parameters $D=4.5$ eV and $a=22\ \mathrm{nm^{-1}}$, so $k=2(4.5)(22)^2=4356\ \mathrm{eV/nm^2}$. For O-H, $\varepsilon$ corresponds to $86.06\ \mathrm{cm^{-1}}$ and $\lambda=20.536$. Then
\begin{align}
\omega_H&:\quad 2(20.536)(86.06)=3534.7\ \mathrm{cm^{-1}},\\
\nu_H&=3534.7-2(86.06)=3362.6\ \mathrm{cm^{-1}}\quad(0.4169\ \mathrm{eV}).
\end{align}
For O-D, $\varepsilon$ is smaller by $\rho^2$, $45.61\ \mathrm{cm^{-1}}$, and
\begin{equation}
\nu_D=2573.3-2(45.61)=2482.1\ \mathrm{cm^{-1}}\quad(0.3077\ \mathrm{eV}).
\end{equation}
Relative to its own harmonic value, O-H is lowered by 4.9\% and O-D by 3.5\%. With $x_H=1/(2\lambda)=0.02435$ and $x_D=0.01772$, Eq.~\eqref{eq:def} gives
\begin{equation}
\rho-r=\frac{2(0.02435)(0.37361)}{1-2(0.01772)}=0.0189,\qquad r=1.3547 .
\end{equation}
Diagonalizing the Morse Hamiltonian on a grid gives the same ratio to the five decimals printed in the numerical output.

\section{Does anharmonicity have to lower the ratio?}

To find the cause of the sign, expand the potential for small $y$:
\begin{equation}
(1-e^{-y})^2=\left(y-\tfrac12y^2+\tfrac16y^3-\dots\right)^2
=y^2-y^3+\tfrac7{12}y^4-\dots
\end{equation}
For the oscillator $-d^2/dy^2+\lambda^2y^2$ we have $y=Q/\sqrt{2\lambda}$ with $Q=b+b^\dagger$. The perturbations in $h$ become
\begin{equation}
-\lambda^2y^3=-\sqrt{\tfrac\lambda8}\,Q^3,\qquad
\tfrac7{12}\lambda^2y^4=\tfrac7{48}Q^4 .
\end{equation}
The cubic term has no diagonal element, by parity. Its second-order shift, with energy denominators $2\lambda(j-n)$, is
\begin{equation}
\Delta_n=-\frac1{16}\sum_{j\ne n}\frac{|\langle j|Q^3|n\rangle|^2}{j-n}.
\end{equation}
Applying $Q$ three times gives
\begin{align}
Q^3|0\rangle&=\sqrt6\,|3\rangle+3|1\rangle,\\
Q^3|1\rangle&=2\sqrt6\,|4\rangle+6\sqrt2\,|2\rangle+3|0\rangle .
\end{align}
The sums are $6/3+9=11$ for $n=0$ and $24/3+72-9=71$ for $n=1$. The cubic term therefore changes the fundamental by $-(71-11)/16=-\tfrac{15}4$.

For the quartic term $\langle n|Q^4|n\rangle$ is the squared norm of $Q^2|n\rangle$. From $Q^2|0\rangle=\sqrt2|2\rangle+|0\rangle$ and $Q^2|1\rangle=\sqrt6|3\rangle+3|1\rangle$ it is 3 and 15, so the change is $\tfrac7{48}(15-3)=+\tfrac74$. In units of $\varepsilon=x_e\hbar\omega_e$ the total is $-\tfrac{15}4+\tfrac74=-2$, in agreement with Eq.~\eqref{eq:fund}.

The two terms pull in opposite directions. For a smooth single well with nonzero curvature at its minimum, write the fundamental at this order as $\hbar\omega_e(1+cx_e)$, where $c$ does not depend on the isotope. Then
\begin{equation}
r\simeq\rho\,[1+c(x_H-x_D)] ,
\end{equation}
and for small enough $x_H$ the ratio falls if $c<0$ and rises if $c>0$. When $c$ is small, higher orders can reverse the sign: the well $y^2-y^3+y^4$ has $c=-\tfrac34$, yet at $\lambda=20.5$ for O-H a grid solution puts $r$ above $\rho$ by 0.007. Keeping the quartic term alone ($c=\tfrac74$) gives 1.3872 on the grid, above $\rho$. What lowers the Morse ratio is that the cubic softening outweighs the quartic stiffening.

Hydrogen responds more because it spreads wider: $\langle y^2\rangle=1/(2\lambda)=x_e$ in the harmonic ground state, so the rms spread is $\sqrt{x_e}/a$, or 7.1 pm for H. The Morse ground states on the grid have spreads of 7.23 pm (H) and 6.13 pm (D).

\section{Reading the anharmonicity from two lines}

Equation~\eqref{eq:r} can be turned round. Multiplying out, $r-2x_Hr/\rho=\rho-2x_H\rho$, hence
\begin{equation}
x_H=\frac{\rho-r}{2(\rho-r/\rho)} .
\label{eq:inv}
\end{equation}
With $r=1.35475$ this returns 0.02435. The overtone offers a second route that needs no deuterium. Equation~\eqref{eq:levels} gives $2(E_1-E_0)-(E_2-E_0)=2\varepsilon$; numerically $2(3362.6)-6553.0=172.2\ \mathrm{cm^{-1}}$, and $x_H=86.1/(3362.6+172.2)=0.0244$.

The isotope route is delicate because $\rho-r$ is a small difference. By Eq.~\eqref{eq:slope}, $dr/dx_H=-0.80$ here, so a neglected change of 0.002 in $r$ moves $x_H$ by 0.0025, a tenth of its value.

\section{What the one-dimensional bond leaves out}

\subsection*{Bending}

Let the lattice resist tilting of the bond with a fixed angular stiffness. The moment of inertia is $\mu(r_0+x)^2$, so the bending frequency varies as $1/(r_0+x)$. Two bends have the zero-point energy
\begin{equation}
U(x)=\hbar\omega_b\,\frac{r_0}{r_0+x},
\end{equation}
which we add to $V$. A weak added potential shifts the minimum by $-U'/k$. Since $V'''(0)=-6Da^3=-3ak$, the force constant changes by
\begin{equation}
\delta k=U''+3aU'=\frac{\hbar\omega_b}{r_0^2}(2-3ar_0).
\label{eq:dk}
\end{equation}
With $r_0=0.097$ nm the bracket is $-4.4$: the bends push the bond outward, into the softer region. For a rough $800\ \mathrm{cm^{-1}}$ (H) and $582\ \mathrm{cm^{-1}}$ (D) the grid gives shifts of $-19.2$ and $-10.1\ \mathrm{cm^{-1}}$, and $r$ changes by $-0.0022$. Equation~\eqref{eq:inv} would then report $x_H=0.0271$, 11\% too high.

This $U$ lets the bend adjust to the bond length, although the bend is the slower motion. Averaging the angular kinetic energy, which is half of $\hbar\omega_b$ and varies as $1/(r_0+x)^2$, over an unadjusted bend replaces the 2 in Eq.~\eqref{eq:dk} by 3 and makes the effect about a quarter smaller. This is nearer the truth: solving the coupled motion of stretch and bends for small angles gives shifts of $-13.9$ and $-7.3\ \mathrm{cm^{-1}}$, and $r$ changes by $-0.0016$. The error in $x_H$ is then about 8\%.

At 300 K thermal excitation multiplies the mean bending energy by $\coth(\hbar\omega_b/2k_BT)$. In the model with the adjusted bend, the correction to the mean line positions then changes $r$ by $-0.0018$ instead of $-0.0022$. The stretch itself stays cold: the Boltzmann factor of O-D $v=1$ is $7\times10^{-6}$.

\subsection*{A pull from a neighbouring oxygen}

Represent a weak hydrogen bond by $U=-Fx$ with $F=5$ eV/nm, a rough choice. Equation~\eqref{eq:dk} gives $\delta k/k=-3aF/k=-7.6\%$ for both isotopes, which cancels in the ratio. On the grid the lines move by $-147$ and $-105\ \mathrm{cm^{-1}}$, while $r$ changes by $-0.0019$. In this model the line position responds strongly to the site and the ratio weakly.

\subsection*{Beside a real oxide}

Hydrogen bound to oxygen in semiconducting oxides such as indium oxide has stretching lines at roughly $3300\ \mathrm{cm^{-1}}$, and the parameters were chosen for that region. Here $D$ and $a$ describe the bottom of the well; $D$ is not the energy for moving hydrogen to another site. The assumption most plainly broken in a film is that of an isolated bond. The lattice spring, the coupled bends at 0 K and the pull change $r$ by $-0.0014$, $-0.0016$ and $-0.0019$. Simply added, they total $-0.0049$. Diagonalizing a model with all three acting together gives $-0.0053$, or 28\% of the Morse deficit, and $r$ becomes about 1.349. These figures follow the rough inputs: with $\omega_L$ at $600\ \mathrm{cm^{-1}}$ the lattice part alone is $-0.0033$. The lattice spring is taken to act along the axis only; an equal spring sideways would change the part of the bends from $-0.0016$ to about $-0.0018$. The pull acts along the bond and leaves the bending stiffness unchanged; a pull of fixed direction would also resist tilting, and the total would be $-0.0050$. In an amorphous film the pull differs from site to site, so in this model the lines broaden. A strong hydrogen bond with a second minimum for the proton is outside the treatment: neither the Morse levels nor the expansion about one minimum applies, and the sign of $\rho-r$ must be found anew.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Well depth D = 4.5 eV
Range parameter a = 22.0 nm^-1
Force constant k = 4356 eV/nm^2
Masses H, D, O = 1.00783, 2.01410, 15.9949 u
Reduced masses O-H, O-D = 0.94809, 1.78885 u
Harmonic ratio rho, free oxygen = 1.37361
lambda for O-H, O-D = 20.536, 28.209
Harmonic wavenumber O-H, O-D = 3534.7, 2573.3 cm^-1
we*xe for O-H, O-D = 86.06, 45.61 cm^-1
Anharmonicity x_H, x_D = 0.02435, 0.01772
Fundamental O-H, grid = 3362.6 cm^-1
Fundamental O-D, grid = 2482.1 cm^-1
Fundamental O-H = 0.4169 eV
Fundamental O-D = 0.3077 eV
Ratio r, formula = 1.35475
Ratio r, grid = 1.35475
Deficit rho - r = 0.01886
O-H overtone 0->2, grid = 6553.0 cm^-1
x_H from overtone = 0.02435
x_H from isotope ratio = 0.02435
Ground-state spread H, D = 7.23, 6.13 pm
Scan: x_H = 0.1667, grid ratio = 1.2092
Scan: x_H = 0.0833, grid ratio = 1.3027
Scan: x_H = 0.0333, grid ratio = 1.3474
Cubic shift / (we*xe) = -3.750
Quartic shift / (we*xe) = 1.750
Ratio with quartic term only = 1.38721
Clamped oxygen, harmonic ratio = 1.41367
Clamped oxygen, Morse ratio = 1.39346
Oxygen lattice wavenumber (rough) = 400 cm^-1
Lattice shift O-H, O-D = 1.36, 3.55 cm^-1
Ratio change, lattice spring = -0.00137
Bond length (rough) = 0.097 nm
Bend wavenumber O-H, O-D (rough) = 800, 582 cm^-1
Bend shift O-H, O-D = -19.2, -10.1 cm^-1
Ratio change, bends at 0 K = -0.00223
Ratio change, bends at 300 K = -0.00184
x_H misread from ratio with 0 K bends = 0.02711
Steady pull (rough) = 5.0 eV/nm
Pull shift O-H, O-D = -146.7, -104.9 cm^-1
Ratio change, steady pull = -0.00191
Boltzmann factor of O-D v=1 at 300 K = 6.8e-06
\end{verbatim}
